**Landau–Zener probability: contour solution, lattice passage and wavepacket**

The program tests \(P=\exp[-\pi\Delta^2/(4vF)]\) in atomic units, where \(\Delta\) is the full gap, \(v\) the slope of the ungapped branches and \(F\) the force on the electron. It asserts that the contour integrals agree with direct integration of the differential equations, and that the shifted paths and the long-time limits behave as derived. For the linear crossing, numerical probabilities at three values of \(g^2=\Delta^2/(4vF)\) agree with the formula within \(2\times10^{-4}\). Diagonalization of a ring confirms the gap and the slope of the model chain. For that chain the formula lies within 10 per cent of the full lattice passage at three fields; the printed differences are about 1 to 5 per cent. A real-space wavepacket in a static linear potential gives an upper-band probability of 0.0745, in agreement with the momentum-space calculation. At fixed \(g\), the deviation of the exponent falls from 0.97 to 0.07 per cent as \(\Delta/(4J)\) falls from 0.30 to 0.075, where \(J\) is the hopping amplitude.

## Check in Python

```python
"""Landau-Zener tunnelling through a gapped one-dimensional band crossing.

Result under test: P = exp(-pi*gap**2/(4*v*F)), atomic units (hbar = 1).
gap: full band gap; v: slope of the ungapped branches; F: force on the electron.
Chain: hopping, spacing, staggered site energy +-gap/2, v = 2*hopping*spacing.
Scaled problem: i d(a,b)/dtau = [[tau, g], [g, -tau]] (a,b),
with g = gap/(2*sqrt(v*F)), so that P = exp(-pi*g**2).
A and B are a and b with their diagonal phases removed.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp

TILT = np.exp(-1j * np.pi / 4)


def upper_after_pass(diagonal, coupling, start, stop):
    """Start in the lower eigenstate; return the final upper-state weight."""
    def matrix(x):
        d = diagonal(x)
        return np.array([[d, coupling], [coupling, -d]])

    initial = np.linalg.eigh(matrix(start))[1][:, 0].astype(complex)
    run = solve_ivp(lambda x, y: -1j * (matrix(x) @ y), (start, stop),
                    initial, method="DOP853", rtol=1e-10, atol=1e-12)
    assert run.success
    upper = np.linalg.eigh(matrix(stop))[1][:, 1]
    return abs(np.vdot(upper, run.y[:, -1]))**2


def lattice_pass(hopping, spacing, gap, force):
    """One passage between the two extrema of the ungapped dispersion."""
    step = force * spacing
    return upper_after_pass(lambda x: 2 * hopping * np.sin(x) / step,
                            gap / (2 * step), -np.pi / 2, np.pi / 2)


def cut_log(p):
    """Logarithm with its cut along the direction exp(3*pi*i/4)."""
    return np.log(np.abs(p)) + 1j * (np.angle(p / TILT) - np.pi / 4)


def contour_pair(tau, g):
    """A and B by quadrature on a fixed line below the branch point."""
    r = np.linspace(-30, 30, 24001)
    p = -1j + TILT * r
    common = np.exp(0.5j * g**2 * cut_log(p) - 0.25j * p**2 + 1j * p * tau)
    weight = TILT * (r[1] - r[0])
    a_value = np.sum(common / p) * weight
    b_value = -np.exp(-1j * tau**2) * np.sum(common) * weight / g
    return np.array([a_value, b_value])


def shifted_pair(tau, g):
    """Contributions to A and B of the Gaussian line through p = 2*tau."""
    r = np.linspace(-16, 16, 16001)
    p = 2 * tau + TILT * r
    common = np.exp(0.5j * g**2 * cut_log(p) - r**2 / 4)
    weight = TILT * (r[1] - r[0])
    return np.array([np.exp(1j * tau**2) * np.sum(common / p) * weight,
                     -np.sum(common) * weight / g])


def hairpin_integral(tau, g):
    """Integral around the cut, needed for B when tau is positive."""
    nu = g**2 / 2
    u = np.linspace(-40, 3.5, 43501)
    rho = np.exp(u)
    ray = np.exp(0.75j * np.pi)
    values = np.exp((1 + 1j * nu) * u - rho**2 / 4 + 1j * ray * tau * rho)
    jump = np.exp(-0.75 * np.pi * nu) - np.exp(1.25 * np.pi * nu)
    return ray * jump * np.sum(values) * (u[1] - u[0])


# Contour solution against direct integration of the differential equations.
g_test = np.sqrt(0.5)
nu_test = g_test**2 / 2


def interaction_rhs(tau, y):
    return np.array([-1j * g_test * np.exp(1j * tau**2) * y[1],
                     -1j * g_test * np.exp(-1j * tau**2) * y[0]])


run = solve_ivp(interaction_rhs, (-3, 3), contour_pair(-3, g_test),
                method="DOP853", rtol=1e-11, atol=1e-12)
assert run.success
contour_error = np.max(np.abs(run.y[:, -1] - contour_pair(3, g_test)))
assert contour_error < 1e-7

# Contour shifts on both sides of the crossing.
assert np.allclose(shifted_pair(-3, g_test), contour_pair(-3, g_test),
                   rtol=1e-7, atol=1e-7)
hairpin_b = -np.exp(-9j) * hairpin_integral(3, g_test) / g_test
split_error = abs(shifted_pair(3, g_test)[1] + hairpin_b
                  - contour_pair(3, g_test)[1])
assert split_error < 1e-7
for tau in (3, 30, 300):
    bound = (np.exp(1.25 * np.pi * nu_test)
             - np.exp(-0.75 * np.pi * nu_test)) * np.sqrt(2) / tau
    assert abs(hairpin_integral(tau, g_test)) <= bound

# Long-time limits, including the decaying hairpin.
far = 1000.0
early = shifted_pair(-far, g_test)
late_b = (shifted_pair(far, g_test)[1]
          - np.exp(-1j * far**2) * hairpin_integral(far, g_test) / g_test)
early_limit = 2 * np.sqrt(np.pi) * np.exp(np.pi * nu_test) / g_test
late_limit = 2 * np.sqrt(np.pi) / g_test
assert abs(early[0]) / abs(early[1]) < 1e-3
assert abs(abs(early[1]) / early_limit - 1) < 2e-3
assert abs(abs(late_b) / late_limit - 1) < 2e-3
contour_probability = abs(late_b / early[1])**2
assert abs(contour_probability - np.exp(-np.pi * g_test**2)) < 2e-3

print("Contour check at g^2 = 0.5 (dimensionless)")
print(f"  largest contour-ODE difference: {contour_error:.1e}")
print(f"  P from contour at |tau| = {far:.0f}: {contour_probability:.5f}")

# Linear crossing: finite sweep, adiabatic initial and final states.
print("Linear crossing: g^2, P numerical, P formula (dimensionless)")
for g_squared in (0.1, 0.5, 1.0):
    numerical = upper_after_pass(lambda x: x, np.sqrt(g_squared), -20, 20)
    formula = np.exp(-np.pi * g_squared)
    assert abs(numerical - formula) < 2e-4
    print(f"  {g_squared:.1f}  {numerical:.5f}  {formula:.5f}")

# Worked chain and its band parameters from a field-free ring.
hopping, spacing, gap = 0.02, 6.0, 0.02
velocity = 2 * hopping * spacing
sites = 400
index = np.arange(sites)
hop_matrix = -hopping * (np.eye(sites, k=1) + np.eye(sites, k=-1))
open_chain = hop_matrix + np.diag(gap / 2 * (-1.0)**index)
ring = open_chain.copy()
ring[0, -1] = ring[-1, 0] = -hopping
levels, states = np.linalg.eigh(ring)
half = sites // 2
ring_gap = levels[half] - levels[half - 1]
kappa = 2 * np.pi / (sites * spacing)
ring_velocity = np.sqrt(levels[half + 1]**2 - levels[half]**2) / kappa
assert abs(ring_gap - gap) < 1e-10
assert abs(ring_velocity / velocity - 1) < 1e-4

field_scale = np.pi * gap**2 / (4 * velocity)
field_unit = physical_constants["atomic unit of electric field"][0]
print("Worked chain")
print(f"  hopping: {hopping:.3f} hartree")
print(f"  spacing: {spacing:.1f} bohr")
print(f"  gap set: {gap:.3f} hartree; from ring: {ring_gap:.5f} hartree")
print(f"  v formula: {velocity:.5f} a.u.; from ring: {ring_velocity:.5f} a.u.")
print(f"  gap/(4*hopping): {gap / (4 * hopping):.3f} (dimensionless)")
print(f"  field scale F0: {field_scale:.4e} a.u.")
print(f"  field scale F0: {field_scale * field_unit:.3e} V/m")

print("Field (a.u.), F*a/(2*hopping), g^2, P formula, P lattice")
for force in (2e-4, 5e-4, 1e-3):
    g_squared = gap**2 / (4 * velocity * force)
    formula = np.exp(-field_scale / force)
    lattice = lattice_pass(hopping, spacing, gap, force)
    assert abs(lattice / formula - 1) < 0.10
    ratio = force * spacing / (2 * hopping)
    print(f"  {force:.1e}  {ratio:.3f}  {g_squared:.4f}"
          f"  {formula:.5f}  {lattice:.5f}")

# Real-space packet in a static linear potential, without a moving momentum.
force = 5e-4
width_sites = 25.0
centred = index - (sites - 1) / 2
packet = np.exp(-centred**2 / (4 * width_sites**2))
lower_states = states[:, :half]
packet = lower_states @ (lower_states.T @ packet)
packet /= np.linalg.norm(packet)
tilted = open_chain - np.diag(force * spacing * centred)
energies, modes = np.linalg.eigh(tilted)
duration = np.pi / (force * spacing)
final = modes @ (np.exp(-1j * energies * duration) * (modes.T @ packet))
packet_probability = np.linalg.norm(states[:, half:].T @ final)**2
momentum_probability = lattice_pass(hopping, spacing, gap, force)
edge_weight = np.sum(np.abs(final[:20])**2) + np.sum(np.abs(final[-20:])**2)
assert edge_weight < 1e-6
assert abs(packet_probability - momentum_probability) < 1e-3
print("Real-space wavepacket")
print(f"  field: {force:.1e} a.u.; duration: {duration:.1f} a.u.")
print(f"  chain length: {sites} sites; width parameter: {width_sites:.0f} sites")
print(f"  upper-band probability: {packet_probability:.5f}")

# At fixed g, shrinking gap/(4*hopping) should restore linear branches.
print("Fixed g^2 = 1: gap/(4*hopping), ln(P lattice)/ln(P formula)")
deviations = []
for gap_ratio in (0.30, 0.15, 0.075):
    trial_gap = 4 * hopping * gap_ratio
    trial_force = trial_gap**2 / (4 * velocity)
    lattice = lattice_pass(hopping, spacing, trial_gap, trial_force)
    log_ratio = np.log(lattice) / (-np.pi)
    deviations.append(abs(log_ratio - 1))
    print(f"  {gap_ratio:.3f}  {log_ratio:.5f}")
assert deviations[0] > deviations[1] > deviations[2]
assert deviations[2] < 0.002

print("OK")
```

It prints:

```
Contour check at g^2 = 0.5 (dimensionless)
  largest contour-ODE difference: 3.7e-11
  P from contour at |tau| = 1000: 0.20774
Linear crossing: g^2, P numerical, P formula (dimensionless)
  0.1  0.73039  0.73040
  0.5  0.20790  0.20788
  1.0  0.04323  0.04321
Worked chain
  hopping: 0.020 hartree
  spacing: 6.0 bohr
  gap set: 0.020 hartree; from ring: 0.02000 hartree
  v formula: 0.24000 a.u.; from ring: 0.23999 a.u.
  gap/(4*hopping): 0.250 (dimensionless)
  field scale F0: 1.3090e-03 a.u.
  field scale F0: 6.731e+08 V/m
Field (a.u.), F*a/(2*hopping), g^2, P formula, P lattice
  2.0e-04  0.030  2.0833  0.00144  0.00151
  5.0e-04  0.075  0.8333  0.07295  0.07449
  1.0e-03  0.150  0.4167  0.27009  0.27388
Real-space wavepacket
  field: 5.0e-04 a.u.; duration: 1047.2 a.u.
  chain length: 400 sites; width parameter: 25 sites
  upper-band probability: 0.07450
Fixed g^2 = 1: gap/(4*hopping), ln(P lattice)/ln(P formula)
  0.300  0.99029
  0.150  0.99720
  0.075  0.99930
OK
```
